Gradient and preconditioner for the pseudo-Hamiltonian in direct minimization for metals, part 1

(Sections cited here and not found follow in the second part.)

Q: The direct minimization for metals considered here varies a "pseudo-Hamiltonian" instead of the occupations. Before any gradient is taken, what exactly is the function, and of what?

A: Atomic units are used in the algebra. Take n orthonormal orbitals φ_1, …, φ_n and hold them fixed. The variable is a Hermitian n×n matrix η, with eigenvalues ε_i. It carries units of energy, but it is a free variable and not the Hamiltonian of anything. Fix a width σ > 0 and an occupation function f(x) of a dimensionless argument, continuously differentiable, going from 1 at x → −∞ to 0 at x → +∞. The density matrix per spin is the matrix function

P = f(X),  X = (η − μI)/σ,  (1)

which means that P has the eigenvectors of η and the eigenvalues f_i = f(x_i), with x_i = (ε_i − μ)/σ. Both spins are occupied alike, so a spin factor g = 2 appears. The chemical potential μ is not a free variable. It is a function of η, fixed by the electron number N:

g tr P = g Σ_i f(x_i) = N.  (2)

The free energy is

A(η) = E[P] − σ g Σ_i s(x_i).  (3)

E is the mean-field energy, a twice differentiable function of P, and its first variation defines the Kohn–Sham matrix H:

dE = g tr(H dP).  (4)

H depends on P and so on η. The entropy function s is tied to f by

s′(x) = x f′(x),  s(±∞) = 0,  (5)

where a prime always means d/dx. For Fermi–Dirac occupation, f = 1/(1 + eˣ) and s = −f ln f − (1 − f) ln(1 − f). Then ds/df = −ln f − 1 + ln(1 − f) + 1 = ln((1 − f)/f), and (1 − f)/f = eˣ, so ds/df = x and (5) follows by the chain rule. In that case σ = k_B T and A is the Mermin free energy. Gaussian smearing has f = erfc(x)/2 and s = exp(−x²)/(2√π); there f′ = −exp(−x²)/√π and s′ = −x exp(−x²)/√π, so (5) holds again.

The gain is that the constraints on P are built in. With Fermi–Dirac or Gaussian f the eigenvalues of P lie strictly between 0 and 1 for every η, and (2) takes care of the trace. The minimization over η is unconstrained.

Q: You froze the orbitals. Is that not half of the method thrown away?

A: The two variations separate. The entropy and μ depend on η alone. The operator that enters E is Σ_ij |φ_i⟩P_ij⟨φ_j|, and a change dφ_i orthogonal to the span of the φ changes E by g Σ_ij P_ij(⟨φ_j|Ĥ|dφ_i⟩ + ⟨dφ_j|Ĥ|φ_i⟩), which needs no derivative of a matrix function. A unitary mixing of the φ among themselves has the same effect on that operator as a unitary transformation of η, so it adds no freedom. What remains is the derivative with respect to η. In the molecular example the φ span the whole basis set, and η is the only variable.

Q: A gradient with respect to a complex Hermitian matrix invites factors of two and stray conjugates. Which convention?

A: Hermitian matrices form a real vector space with the scalar product ⟨B, D⟩ = tr(BD) = Σ_ij B_ji D_ij. It is real, and ⟨D, D⟩ = Σ_ij |D_ij|² because D_ji = D_ij*. The gradient G is the Hermitian matrix with

dA = ⟨G, dη⟩ = Σ_ij G_ji dη_ij.  (6)

If η_ij and η_ji are treated as independent symbols, ∂A/∂η_ij = G_ji = G_ij*. For a real change dη_ij = dη_ji = a with i ≠ j, (6) gives dA = a(G_ji + G_ij) = 2a Re G_ij. For an imaginary change dη_ij = ib, dη_ji = −ib, it gives dA = ib(G_ij* − G_ij) = 2b Im G_ij. G is energy per energy and so dimensionless.

Q: The first obstacle is dP. η and dη do not commute, so dP is not f′(X) dX. What is it?

A: It is given by the Daleckii–Krein formula. Let F be a function on an interval [a, b] that contains the spectra of all matrices near η. Start with F(ε) = εᵐ. The product rule, with the order of factors kept, gives

d(ηᵐ) = Σ_{k=0}^{m−1} ηᵏ dη η^{m−1−k}.

In the eigenbasis of η, the left factor ηᵏ acts on the row index and the right factor on the column index:

d(ηᵐ)_ij = dη_ij Σ_{k=0}^{m−1} ε_iᵏ ε_j^{m−1−k}.

Multiplying the sum by ε_i − ε_j makes it telescope to ε_iᵐ − ε_jᵐ. For ε_i = ε_j it has m equal terms and is m ε_i^{m−1}. Both cases are the divided difference

F[α, β] = ∫₀¹ (dF/dε)(β + τ(α − β)) dτ,  (7)

which equals (F(α) − F(β))/(α − β) for α ≠ β by the fundamental theorem of calculus and dF/dε at α for α = β. By linearity, every polynomial p obeys

dp(η)_ij = p[ε_i, ε_j] dη_ij.  (8)

Q: A Fermi function is not a polynomial, and its Taylor series has a finite radius of convergence.

A: No Taylor series is needed. Let F be continuously differentiable on [a, b]. By the Weierstrass theorem there are polynomials that converge uniformly to dF/dε; call p_m their antiderivatives with p_m(a) = F(a), and δ_m the largest deviation of dp_m/dε from dF/dε. Then |p_m − F| ≤ (b − a)δ_m, so p_m(η) → F(η). From (7), |p_m[α, β] − F[α, β]| ≤ δ_m for all α and β in the interval. The map (8) multiplies each matrix element by a number, so Σ_ij|·|² shows that its distance, in operator norm, from the map built with F[ε_i, ε_j] is at most δ_m, for every η alike. For polynomials,

p_m(η + D) − p_m(η) = ∫₀¹ (derivative of p_m at η + τD, applied to D) dτ.

Uniform convergence lets m → ∞ pass under the integral, so the same relation holds for F with the divided-difference map in the integrand. That map is a uniform limit of maps continuous in η and so is continuous in η. The integrand therefore differs from its value at τ = 0 by o(‖D‖), which is the definition of the derivative. So (8) holds for F.

Apply it to F(ε) = f((ε − μ)/σ) at fixed μ, and define

L_ij = (f_i − f_j)/(ε_i − ε_j),  L_ij = f′(x_i)/σ if ε_i = ε_j.  (9)

The letter L also denotes the linear map (LD)_ij = L_ij D_ij in the eigenbasis of η. At fixed μ, dP = L dη. Because L_ij is real and L_ij = L_ji, LD is Hermitian, and

⟨B, LD⟩ = Σ_ij B_ji L_ij D_ij = ⟨LB, D⟩,  ⟨D, LD⟩ = Σ_ij L_ij |D_ij|².  (10)

So L is a symmetric map, and it is negative definite when all L_ij < 0, which by (7) holds whenever f′ < 0 everywhere.

Q: First-order perturbation theory has denominators ε_i − ε_j and breaks down at degeneracies. Have you hidden that?

A: For a non-degenerate spectrum the two agree. The eigenvector |j⟩ changes by Σ_{i≠j} |i⟩ dη_ij/(ε_j − ε_i). In P = Σ_k f_k|k⟩⟨k| the element (i, j) receives f_j dη_ij/(ε_j − ε_i) from the ket of k = j and f_i dη_ij/(ε_i − ε_j) from the bra of k = i. Their sum is L_ij dη_ij. Each term diverges as ε_i → ε_j, since the eigenvectors turn quickly there, but the sum does not, since rotating two equally occupied states into one another leaves P unchanged. The proof by polynomials never differentiated an eigenvector. Inside a degenerate block L_ij is one constant, so the map does not depend on which eigenvectors were picked in the block.

For Fermi–Dirac occupation there is a form without subtraction. Since tanh(x/2) = (eˣ − 1)/(eˣ + 1), f = ½(1 − tanh(x/2)). With tanh u − tanh v = sinh(u − v)/(cosh u cosh v) and t = (x_i − x_j)/2,

f_i − f_j = −½ sinh t/(cosh(x_i/2) cosh(x_j/2)),  ε_i − ε_j = 2σt,

L_ij = −(1/4σ)(sinh t/t)/(cosh(x_i/2) cosh(x_j/2)).  (11)

Every factor after the sign is positive, so L_ij < 0. At t = 0 this is f′(x)/σ = −1/(4σ cosh²(x/2)) = −f(1 − f)/σ, whose size is at most 1/4σ, and by (7) every L_ij is an average of such values, so −1/4σ ≤ L_ij < 0. The form matters for two deep levels, where f_i and f_j both round to 1 and the quotient in (9) returns zero. The numerical check tests (11) against a 150-digit quotient, and tests dP = L dη against finite differences of (I + exp X)⁻¹ on a complex 5×5 matrix with two equal eigenvalues.

Q: Now μ moves with η. How?

A: P depends on η and μ only through η − μI, so

dP = L(dη − dμ I).  (12)

Condition (2) demands tr dP = 0. The trace takes the diagonal of (12): Σ_k L_kk dη_kk − dμ Σ_k L_kk = 0. Define for any Hermitian D the weighted mean

c(D) = Σ_k L_kk D_kk / Σ_k L_kk = ⟨LI, D⟩/⟨I, LI⟩.  (13)

The second form holds because LI is diagonal with entries L_kk. Then

dμ = c(dη).  (14)

This needs Σ_k L_kk ≠ 0, which is also the condition under which the implicit function theorem makes μ(η) differentiable. For strictly decreasing f and 0 < N < gn the left side of (2) rises strictly from 0 to gn as μ grows, so μ exists and is unique. Physically, μ follows the levels in proportion to their weight at the Fermi level. The program tests (14) against a finite difference of the root of (2).

Insert (14) into (12):

dP = χ dη,  χD = L(D − c(D) I) = LD − LI ⟨LI, D⟩/⟨I, LI⟩.  (15)

χ is the independent-particle response at fixed N within the orbital space. Three properties are used. It is symmetric, because L is and because ⟨B, LI⟩⟨LI, D⟩ is symmetric in B and D. It annihilates the unit matrix, χI = 0, because c(I) = 1, and this holds at every η. Its quadratic form is

⟨D, χD⟩ = Σ_ij L_ij |D_ij − c(D) δ_ij|².  (16)

To see (16), write c = c(D) and expand ⟨D − cI, L(D − cI)⟩ = ⟨D, LD⟩ − 2c⟨LI, D⟩ + c²⟨I, LI⟩. By (13), c⟨I, LI⟩ = ⟨LI, D⟩, so the last two terms add to −c⟨LI, D⟩, and the total is ⟨D, χD⟩. The left side is the sum in (16) by (10). For f′ < 0, χ is therefore negative semidefinite and vanishes only on multiples of I.

Q: And the entropy? It is a sum over eigenvalues, which are not differentiable at a crossing.

A: The sum is tr s(X), and (8) applies to s. The trace keeps the diagonal divided differences, which are derivatives:

d Σ_i s(x_i) = Σ_i s′(x_i) dX_ii = Σ_i x_i f′(x_i) dX_ii,

using (5). The same formula for P = f(X) gives dP_ii = f′(x_i) dX_ii. Hence d Σ s = Σ_i x_i dP_ii = tr(X dP), the last step because X is diagonal in this basis. Multiplying by −σg,

d(−σ g Σ s) = −g tr((η − μI) dP) = −g tr(η dP) + gμ tr dP = −g tr(η dP).  (17)

The explicit μ drops out because tr dP = 0.

Q: Then assemble it. What is the gradient?

A: Add (4) and (17) and define the residual R = H − η:

dA = g ⟨H − η, dP⟩ = g ⟨R, χ dη⟩ = g ⟨χR, dη⟩.

The second step uses (15) and the third the symmetry of χ. Comparison with (6) gives

G = g χR = g L(R − cI),  c = c(R) = Σ_k f′(x_k)(H_kk − ε_k) / Σ_k f′(x_k).  (18)

In the eigenbasis of η, where η has no off-diagonal elements,

G_ij = g H_ij (f_i − f_j)/(ε_i − ε_j)  for i ≠ j,

G_ii = g (f′(x_i)/σ)(H_ii − ε_i − c).

For a degenerate pair the quotient is replaced by f′(x_i)/σ. The off-diagonal part turns the eigenvectors of η toward those of H. The diagonal part moves levels and so moves occupation between them. Only (4), (5), continuous differentiability of f and Σ_k L_kk ≠ 0 were used; monotonicity of f was not.

Q: μ dropped out of (17), and yet you speak of a chemical-potential term. Which is it?

A: The value of μ drops out as an additive term, but its variation dμ entered through (12), and transposing χ moved it from dη onto R, where it is the term −g c L_ii on the diagonal. Its role can be seen in three ways.

First, shifting η by aI shifts μ by a and leaves X, P and A unchanged. So ⟨G, I⟩ = tr G must vanish. From (18), tr G = g(Σ_k L_kk R_kk − c Σ_k L_kk) = 0 by the definition of c. Without the term it would not. Under the shift, R → R − aI and c → c − a, so R − cI and G are invariant, while c alone depends on the arbitrary zero of η.

Second, raising one level by dε_i at fixed μ expels g|L_ii| dε_i electrons from it, and at fixed N the rise (14) of μ hands them back to all levels, level i included, in proportion to L_kk. By dA = g⟨R, dP⟩, each expelled electron changes A by −R_ii and its return changes A by the L-weighted mean of all R_kk, which is c. The total is g L_ii (R_ii − c) dε_i.

Third, the expression without c is the gradient of a different function. Hold μ = μ₀ fixed and take the grand potential Ω = E − σ g Σ s − μ₀ g tr P. Now dP = L dη, the trace of dP is not zero, and the first equality of (17) must be kept:

dΩ = g tr(H dP) − g tr((η − μ₀I) dP) − μ₀ g tr dP = g ⟨R, L dη⟩.

So the gradient of Ω is gLR. The program tests both statements on the 5×5 model with an energy quadratic in P, building the whole gradient from finite differences. The largest element of the difference between (18) and the finite-difference gradient of A is 1.4×10⁻¹¹, 1.8×10⁻¹¹ and 2.1×10⁻¹¹ for Fermi–Dirac, Gaussian and first-order Methfessel–Paxton smearing, all absolute and dimensionless. With c left out, the differences are 0.534, 1.043 and 1.646.

Q: Does G = 0 give back the self-consistent equations?

A: If all L_ij ≠ 0, which f′ < 0 guarantees, G = 0 means R = cI, that is η = H − cI. Then P = f((H − (μ + c)I)/σ): the density matrix is the occupation function of its own Kohn–Sham matrix, with the right trace. These are the finite-temperature Kohn–Sham equations in the orbital space, and μ + c is the physical chemical potential on the energy scale of H. Conversely, R = aI gives c = a and G = 0.

Q: Why not simply step along −G?

A: Because the factors L_ij span an enormous range, and they multiply the residual. Consider the limits for Fermi–Dirac occupation. When σ is much larger than the spread of the levels, all x_i approach one value with f = N/gn = f̄, every L_ij tends to −f̄(1 − f̄)/σ, c tends to tr R/n, and −G is parallel to the traceless part of R. No scaling problem arises. When σ is small against a gap at integer filling, L_ij → −1/|ε_i − ε_j| for an occupied–empty pair, while for two occupied or two empty levels (11) is exponentially small. G then reduces to the orbital-rotation gradient of an insulator, divided by the level distance. The mean c stays finite: (2) says that the holes Σ(1 − f) below the gap equal the electrons Σf above it, both sums are dominated by the levels next to the gap, and |L_kk| ≈ (1 − f_k)/σ or f_k/σ, so for non-degenerate edge levels the two weights become equal and c tends to the average of their R_kk. For a metal, levels within about σ of μ have |L| of order 1/4σ, and these coexist with the other two kinds. A step short enough for the largest |L_ij| hardly moves the elements with small ones. A small G is also no proof of convergence, since G_ij is small wherever L_ij is, whatever R_ij may be.

Q: So you divide by L. Dividing by a number like 10⁻⁶⁵ does not sound like a cure.

A: The division is done on paper. For f′ < 0 the map −(gL)⁻¹ is symmetric and positive definite, so it is an admissible preconditioner, and (18) gives

−[−(gL)⁻¹ G] = R − cI.  (19)

The preconditioned descent direction is H − η − cI, and since A ignores multiples of I it may be taken as R = H − η itself. No small number is inverted in the computation. The slope along it follows from (18) and (16):

dA(η + κR)/dκ at κ = 0 = g⟨R, χR⟩ = g Σ_ij L_ij |R_ij − cδ_ij|² ≤ 0,  (20)

with equality only at a stationary point. So the chemical-potential term is irrelevant for the direction but not for the slope, which a line search or a conjugate-gradient coefficient needs. If gLR were used as the gradient, the slope along R would come out as g⟨R, LR⟩ = g⟨R, χR⟩ + g c ⟨LI, R⟩ = g⟨R, χR⟩ + g c² Σ_k L_kk, too steep by the last term.

Q: Any positive map gives a descent direction. What makes this one "natural"?

A: Two precise things. The first is that R is the steepest-descent direction in the metric

m(B, D) = −g⟨B, χD⟩,  (21)

which for f′ < 0 is positive except along I. The slope along any D is ⟨G, D⟩ = g⟨χR, D⟩ = −m(R, D). The Cauchy–Schwarz inequality, which holds for a semidefinite form, gives m(R, D) ≤ √(m(R, R) m(D, D)), with equality for D = aR + bI, a > 0. Among directions of equal m-length, R has the most negative slope. The program tests this on the model with 200 random directions each for Fermi–Dirac and Gaussian smearing, taking the slopes from the finite-difference gradient.

The second is that m is the exact Hessian of the non-interacting problem at its stationary point η = h. Let E = g tr(hP) with a fixed matrix h, so H = h. Then G(η) = g χ(η)[h − η]. At η = h + δη this is −g χ(h + δη)[δη], and since χ is continuous in η it equals −g χ(h)[δη] to first order. The Hessian at h is −gχ, the map of (21), for any smearing. By (16) it is positive apart from the shift when f′ < 0, so that h is then a local minimum; for a non-monotone f, h can be a saddle point. The program tests this for Fermi–Dirac occupation against a second finite difference.

Q: That is a local statement. Is the unit step from a distant η any good?

A: For non-interacting electrons the step κ = 1 lands on η + (h − η) = h from any start, and with Fermi–Dirac occupation h is the global minimum. Let Q be the density matrix at η = h, with chemical potential μ_h, and S(P) = −tr[P ln P + (I − P) ln(I − P)]. From (1 − f)/f = eˣ,

ln(I − Q) − ln Q = (h − μ_h I)/σ.

Define the fermionic relative entropy

S_rel = tr[P(ln P − ln Q) + (I − P)(ln(I − P) − ln(I − Q))].

Collecting the terms in P alone into −S(P), and writing −tr[P ln Q] − tr[(I − P) ln(I − Q)] = tr[P(ln(I − Q) − ln Q)] − tr ln(I − Q),

S_rel = −S(P) + tr[P(h − μ_h I)]/σ − tr ln(I − Q).

For P = Q the left side is zero: 0 = −S(Q) + tr[Q(h − μ_h I)]/σ − tr ln(I − Q). Subtract, use tr P = tr Q to cancel μ_h, and multiply by gσ:

A(η) − A(h) = g σ S_rel.  (22)

For the sign, let p_i and q_j be the eigenvalues of P and Q and w_ij the squared overlaps of their eigenvectors, with Σ_i w_ij = Σ_j w_ij = 1. Then

S_rel = Σ_ij w_ij [p_i ln(p_i/q_j) + (1 − p_i) ln((1 − p_i)/(1 − q_j))].

From ln y ≤ y − 1, p ln(p/q) = −p ln(q/p) ≥ p − q, and likewise the second term is at least (1 − p) − (1 − q) = q − p. Each bracket is therefore non-negative, and zero only for p_i = q_j, so S_rel = 0 forces P = Q. On the model the program finds 2.951707 for both sides of (22), in the model's energy unit with σ = 0.5, the right side computed with matrix logarithms.

Setting h equal to the current point in (22) and using the Hessian −gχ shows what the metric measures: gσ S_rel between the ensembles at η + D and η is ½ m(D, D) to second order in D. For Fermi–Dirac occupation, m/(gσ) is therefore the metric that the relative entropy induces between neighbouring ensembles, known as the Kubo–Mori metric, and the length it assigns to a step does not depend on how the ensembles are parametrized.

For fixed orbitals we now have the exact gradient of A with respect to η, including the variation of μ, and for f′ < 0 the preconditioned descent direction H − η, whose unit step lands on η = h when the electrons do not interact. What remains is to see what interaction and non-monotone smearing change, and to test the results on a real system.
